\section*{Stoner Enhancement from the Spin Dyson Equation of a Paramagnet}

\section{The form of the answer}

A static, uniform magnetic field acts on the spins of a paramagnetic metal. It lowers the potential of spin-up electrons by an energy $b$ and raises that of spin-down electrons by $b$. Let $M$ be the number of up electrons minus the number of down electrons in a unit cell. Reversing the field interchanges the two spins, so $M$ is odd in $b$ and starts with a linear term. Since $M$ is a pure number, $M/b$ is an inverse energy.

Independent electrons supply one such quantity, the density of states at the Fermi level, $N$, counted per cell and for both spins. Exchange and correlation supply an energy $I$, which measures how strongly a moment favours its own growth. Dimensional analysis then allows
\begin{equation}
\frac{M}{b}=N\,F(NI,\ldots),\qquad F\to1\ \text{without interaction},
\label{eq:form}
\end{equation}
where the dots stand for further dimensionless numbers describing the spatial shape of the response. If shape played no part, the moment would add a uniform field $IM$ to $b$. Then $M=N(b+IM)$, and $F=1/(1-NI)$, the Stoner factor.

In a crystal the exchange field does vary in space. The Dyson equation settles which average of the interaction is $I$, and what the variation does to $F$.

\section{The spin channel}

Hartree atomic units are used. The ground state is a Kohn--Sham paramagnet with equal spin densities, without spin--orbit coupling. Orbital magnetism is left out. With a $g$-factor of 2, $b=\mu_B B$, and the magnetic moment per unit field $B$ is $\mu_B^2M/b$.

Define $n=n_\uparrow+n_\downarrow$ and $m=n_\uparrow-n_\downarrow$. By the chain rule, with $\sigma=\pm1$ for up and down,
\begin{equation}
v_{xc,\sigma}=\frac{\delta E_{xc}}{\delta n_\sigma}
=\frac{\delta E_{xc}}{\delta n}+\sigma\frac{\delta E_{xc}}{\delta m}.
\label{eq:vxc}
\end{equation}
$E_{xc}$ is even in $m$, so its mixed second derivative vanishes at $m=0$. Reversing $b$ interchanges the spins but leaves $n$ and the chemical potential $\mu$ unchanged. On the smooth paramagnetic branch both are therefore even in $b$ and have no linear change. The Hartree potential and the charge part of the exchange--correlation kernel thus drop out at first order. Define the spin kernel with a sign that makes it positive when exchange favours a moment,
\begin{equation}
K(\mathbf r,\mathbf r')=-\left.\frac{\delta^2E_{xc}}{\delta m(\mathbf r)\,\delta m(\mathbf r')}\right|_{m=0}.
\label{eq:K}
\end{equation}
Equation \eqref{eq:vxc} then gives the first-order change of the potential,
\begin{equation}
\delta v_\sigma=-\sigma h,\qquad h=b+Km .
\label{eq:h}
\end{equation}
All functions here have the period of the lattice. Integrals run over one cell, $K$ is summed over lattice translations of $\mathbf r'$, and $(Km)(\mathbf r)=\int K(\mathbf r,\mathbf r')m(\mathbf r')\,d\mathbf r'$. The bracket $\langle f|g\rangle$ means $\int f g$ for real functions.

\subsection*{The independent-electron response}

In equilibrium the one-particle density matrix $\rho=f(H)$ commutes with $H$. To first order in $\delta v$, its matrix elements between Bloch states $n$ and $l$ at the same wave vector $\mathbf k$ satisfy
\begin{equation}
(\varepsilon_n-\varepsilon_l)\,\delta\rho_{nl}-(f_n-f_l)\,\delta v_{nl}=0 .
\end{equation}
Hence $\delta\rho_{nl}=\delta v_{nl}(f_n-f_l)/(\varepsilon_n-\varepsilon_l)$. For equal energies, expansion of $f(H)$ replaces the quotient by $f'(\varepsilon_n)$. This is the static response: the frequency goes to zero before the wave vector of the field does, so that electrons can redistribute at the Fermi surface.

Insert $\delta v=-\sigma h$ into $\delta n_\sigma=\sum\psi_n\,\delta\rho_{nl}\,\psi_l^*$ and subtract the two spins. The equal contributions add, which gives a factor 2:
\begin{align}
m&=Ph, \label{eq:mPh}\\
P(\mathbf r,\mathbf r')&=\frac{2}{N_k}\sum_{\mathbf k}\sum_{nl}D_{nl}\,
\psi_n(\mathbf r)\psi_l^*(\mathbf r)\psi_n^*(\mathbf r')\psi_l(\mathbf r'),
\label{eq:P}\\
D_{nl}&=-\frac{f_n-f_l}{\varepsilon_n-\varepsilon_l}\ \ge 0 .
\end{align}
There are $N_k$ wave vectors, the orbitals are normalized in one cell, and the label $\mathbf k$ on them is suppressed. The sign of $D_{nl}$ follows because $f$ decreases with energy. Interchanging $n$ and $l$ shows that $P$ is real and symmetric. It is also non-negative, since
\begin{equation}
\langle g|P|g\rangle=\frac{2}{N_k}\sum_{\mathbf k}\sum_{nl}D_{nl}\,|\langle\psi_n|g|\psi_l\rangle|^2\ge0 .
\label{eq:positive}
\end{equation}
Equations \eqref{eq:h} and \eqref{eq:mPh} together are the spin Dyson equation,
\begin{equation}
m=P\,b+PK\,m .
\label{eq:dyson}
\end{equation}

\section{Where the Fermi surface enters}

Let $P$ act on the constant function 1. The integral over $\mathbf r'$ in \eqref{eq:P} is $\langle\psi_n|\psi_l\rangle=\delta_{nl}$, so every interband term vanishes and
\begin{equation}
P1=\frac{2}{N_k}\sum_{\mathbf k n}\bigl[-f'(\varepsilon_n)\bigr]|\psi_n(\mathbf r)|^2\equiv N\gamma(\mathbf r),
\qquad \int\gamma=1 .
\label{eq:P1}
\end{equation}
Integrating this definition gives $N=(2/N_k)\sum_{\mathbf k n}(-f')$. As the temperature goes to zero, $-f'(\varepsilon)\to\delta(\varepsilon-\varepsilon_F)$. Then $N$ becomes $N(\varepsilon_F)$, and $\gamma$ is the normalized density of the electrons at the Fermi surface.

The moment follows from the symmetry of $P$:
\begin{equation}
M=\langle1|m\rangle=\langle1|P|h\rangle=\langle P1|h\rangle=N\langle\gamma|h\rangle .
\label{eq:moment}
\end{equation}
The moment is thus $N$ times the Fermi-surface average of the total field, even when that field varies strongly inside the cell. In an insulator at zero temperature $P1=0$, and a uniform field produces no spin moment at this order.

\section{Solution of the Dyson equation}

Equation \eqref{eq:moment} suggests separating the part of the field that carries the moment:
\begin{equation}
h=h_0+h',\qquad h_0=\langle\gamma|h\rangle,\qquad \langle\gamma|h'\rangle=0 .
\label{eq:split}
\end{equation}
Here $h_0$ is a constant. By \eqref{eq:P1} the magnetization is
\begin{equation}
m=Nh_0\,\gamma+Ph' .
\label{eq:msplit}
\end{equation}
Define the Fermi-surface average of the kernel and the remainder of the exchange field of $\gamma$,
\begin{equation}
I=\langle\gamma|K|\gamma\rangle,\qquad w=K\gamma-I,\qquad \langle\gamma|w\rangle=0 .
\label{eq:Iw}
\end{equation}

First average $h=b+Km$ with weight $\gamma$. Using \eqref{eq:msplit} and the symmetry of $K$,
\begin{align}
h_0&=b+Nh_0\langle\gamma|K|\gamma\rangle+\langle K\gamma|P|h'\rangle\nonumber\\
&=b+Nh_0I+I\langle1|P|h'\rangle+\langle w|P|h'\rangle\nonumber\\
&=b+Nh_0I+\langle w|P|h'\rangle .
\label{eq:h0}
\end{align}
The last line holds because $\langle1|P|h'\rangle=N\langle\gamma|h'\rangle=0$.

Next remove the average from $h$. The operator $R$, defined by $Rg=g-\langle\gamma|g\rangle$, gives $Rb=0$ and $RK\gamma=w$. Therefore
\begin{equation}
h'=Rh=RKm=Nh_0\,w+RKPh' .
\end{equation}
This equation is linear in $h_0$, so write $h'=Nh_0\,y$, with
\begin{equation}
y=(1-RKP)^{-1}w .
\label{eq:y}
\end{equation}
Substitution in \eqref{eq:h0} gives $h_0[1-NI-N\langle w|P|y\rangle]=b$. Since $M=Nh_0$,
\begin{equation}
\boxed{\ \frac{M}{b}=\frac{N}{1-N(I+\Delta I)},\qquad
\Delta I=\langle w|P(1-RKP)^{-1}|w\rangle\ }
\label{eq:result}
\end{equation}
This is the full linear response for the given kernel. The Stoner formula follows when $\Delta I$ is dropped:
\begin{equation}
\frac{M}{b}\simeq\frac{N}{1-IN(\varepsilon_F)} .
\label{eq:stoner}
\end{equation}

Writing out both factors of $\gamma$ at zero temperature shows the sense in which $I$ is a Fermi-surface average:
\begin{equation}
I=\frac{4}{N^2N_k^2}\sum_{ij}\delta(\varepsilon_F-\varepsilon_i)\,\delta(\varepsilon_F-\varepsilon_j)\,
\bigl\langle|\psi_i|^2\bigl|K\bigr||\psi_j|^2\bigr\rangle ,
\end{equation}
where $i$ and $j$ each denote a band and a wave vector. For a local kernel, $K(\mathbf r,\mathbf r')=K(\mathbf r)\delta(\mathbf r-\mathbf r')$, this reduces to $I=\int K\gamma^2$.

A factor of two depends on convention. The two spin potentials differ by $2h$. In the Stoner approximation $m=M\gamma$, so the exchange part of the splitting, averaged over the Fermi surface, is $2\langle\gamma|K|m\rangle=2IM$. If the Stoner parameter is defined as splitting per moment, it equals $2I$ and must be paired with the one-spin density of states $N/2$. The product is unchanged.

\section{Stability and the sign of the correction}

Producing a magnetization $m=Pg$ in the independent-electron system requires a field $g$. That field changes the free energy, coupling included, by $-\tfrac12\langle g|P|g\rangle$. Removing the coupling energy $-\langle g|m\rangle=-\langle g|P|g\rangle$ leaves an internal cost of $+\tfrac12\langle g|P|g\rangle$. Exchange and correlation contribute $-\tfrac12\langle m|K|m\rangle$. The paramagnet is stable against small lattice-periodic magnetization if
\begin{equation}
\langle g|P-PKP|g\rangle>0\quad\text{whenever } Pg\neq0 .
\label{eq:stable}
\end{equation}

Now evaluate $\Delta I=\langle w|P|y\rangle$ with $w=y-RKPy$ from \eqref{eq:y}:
\begin{align}
\Delta I&=\langle y|P|y\rangle-\langle RKPy|Py\rangle\nonumber\\
&=\langle y|P|y\rangle-\langle KPy|Py\rangle+\langle\gamma|KPy\rangle\langle1|P|y\rangle\nonumber\\
&=\langle y|P-PKP|y\rangle\ \ge0 .
\label{eq:bound}
\end{align}
The last term of the second line vanishes because $\langle1|P|y\rangle=N\langle\gamma|y\rangle$, and $y$, like $w$ and the range of $R$, has zero average with weight $\gamma$. The same algebra shows that the inverse in \eqref{eq:y} exists. If $w=0$ and $y=RKPy$, then \eqref{eq:bound} is zero, so $Py=0$ by \eqref{eq:stable}, and hence $y=0$.

To turn this into a statement about the susceptibility, both denominators must be positive. For the full one, $b=h-Km$ and $m=Ph$ give
\begin{equation}
bM=\langle h-Km|m\rangle=\langle h|P-PKP|h\rangle>0 ,
\end{equation}
so $1-N(I+\Delta I)>0$. Since $\Delta I\ge0$, also $1-NI>0$, and
\begin{equation}
\frac{M}{b}\ \ge\ \frac{N}{1-NI}\qquad\text{(stable paramagnet)} .
\label{eq:lower}
\end{equation}
The Stoner formula with the Fermi-surface average is a lower bound. The magnetization can adapt its shape to the interaction, and this freedom increases the response.

Equality requires $\Delta I=0$. Then $Py=0$ by \eqref{eq:bound} and \eqref{eq:stable}, so $y=w$ and $Pw=0$. A uniform exchange field, $w=0$, satisfies this. The uniform electron gas is an example: $\gamma$ is constant and $K$ is translation invariant, so $K\gamma$ is constant.

The correction is quadratic in $w$, and its leading term in powers of $K$ is $\langle w|P|w\rangle$. Equation \eqref{eq:positive} divides that term into two physical parts. Terms with $n=l$ measure the variation over the Fermi surface of the exchange field felt by each state. Terms with $n\ne l$ describe the deformation of the orbitals by the non-uniform field.

Setting $g=1$ in \eqref{eq:stable} gives $N(1-NI)>0$. Thus $NI\ge1$ is sufficient for the loss of strict stability, but not necessary, since another shape $g$ may become unstable first. If the kernel is multiplied by $\lambda$ at fixed $P$, a nonzero solution of the linear equation $m=\lambda PKm$ first appears when $\lambda$ times the largest eigenvalue of $PK$ reaches 1. Magnetic order with a period longer than the cell needs a separate calculation with $P$ at finite wave vector.

\section{A one-dimensional crystal}

The model has lattice constant $a=4$ bohr, one electron per cell and an external potential $0.4\cos(2\pi x/a)$ hartree. Its interaction energy per length is
\begin{equation}
e=\tfrac12g_cn^2-c\,(n_\uparrow^{4/3}+n_\downarrow^{4/3}),
\end{equation}
with $g_c=0.5$ hartree bohr and $c=0.3$ hartree bohr$^{1/3}$. The temperature is $k_BT=0.01$ hartree. These are round parameters and represent no particular material. All densities below are restricted to the period of the lattice. The restriction matters: the half-filled band is nested at wave vector $\pi/a$, and at this temperature the model lowers its free energy by forming a staggered moment of period $2a$. The numbers describe the paramagnetic solution and its uniform response, for which only the stability condition \eqref{eq:stable} is needed.

Because $\partial/\partial m=\tfrac12(\partial/\partial n_\uparrow-\partial/\partial n_\downarrow)$ at fixed $n$, the local kernel is
\begin{equation}
K(x)=-\frac{\partial^2e}{\partial m^2}
=\frac14\cdot2\cdot\frac{4c}{9}\left(\frac n2\right)^{-2/3}
=\frac{2c}{9}\left(\frac n2\right)^{-2/3}.
\end{equation}
In the self-consistent paramagnetic solution $n$ lies between 0.116 and 0.415 bohr$^{-1}$, and $K$ between 0.445 and 0.190 hartree bohr.

The thermally averaged density of states is $N=8.809$ hartree$^{-1}$, and $I=0.07081$ hartree, or 1.93 eV. Hence
\begin{equation}
NI=8.809\times0.07081=0.6238,\qquad \frac1{1-NI}=2.658 .
\end{equation}
The correction $\Delta I=3.03\times10^{-4}$ hartree adds $N\Delta I=0.0027$ to the product and raises the enhancement to 2.677. The Stoner factor is therefore 0.7\% below the full result for this kernel. The susceptibility is
\begin{equation}
\frac Mb=8.809\times2.677=23.58\ \text{hartree}^{-1}.
\end{equation}

Self-consistent calculations in finite fields, with lattice-periodic charge and spin densities both free to change, also give 23.58 hartree$^{-1}$ after extrapolation to zero field. Doubling the field from $5\times10^{-4}$ hartree multiplies the largest change of the total density by 4.00, as expected for a quantity even in $b$.

With the potential kept from the calculation at $k_BT=0.01$ hartree, the zero-temperature limit of $N$ can be checked at the Fermi points. One electron per cell half fills the lowest band, so $k_F=\pi/(2a)$. Two spins and two Fermi points, each contributing $a/(2\pi v_F)$, give
\begin{equation}
N(\varepsilon_F)=\frac{2a}{\pi v_F}=\frac{8}{\pi\times0.2991}=8.51\ \text{hartree}^{-1},
\end{equation}
with $v_F$ in atomic units. The value at $k_BT=0.01$ hartree is 3.5\% larger. With the potential held fixed, halving $k_BT$ from 0.004 to 0.002 hartree reduces the error in $N$ by a factor 4.13, close to the factor 4 of a leading $T^2$ correction.

A second kernel shows a larger effect of shape. Keep the same $P$, but take $K(x)\propto[1-\cos(2\pi x/a)]^4$, concentrated in the potential well and scaled so that $NI=0.600$. The Stoner factor is 2.50. Here $I=0.0681$ and $\Delta I=0.0052$ hartree, so
\begin{equation}
\frac{1}{1-8.809\,(0.0681+0.0052)}\simeq2.82 .
\end{equation}
The simple factor now falls 11\% below the full enhancement. The leading term $\langle w|P|w\rangle=0.0048$ hartree supplies most of the correction. More than 99\% of it is interband. The two Fermi points are equivalent, so the terms with $n=l$ survive only through thermal broadening. The model therefore says nothing about their size in a metal whose Fermi surface has several sheets of different orbital character.

The limits of stability against small lattice-periodic magnetization shift in the same direction. The largest eigenvalue of $PK$ for the well kernel is 0.671, so this local stability is lost when the kernel is multiplied by $1/0.671=1.49$. The condition $NI=1$ would place this at $1/0.600=1.67$. For the model's own kernel the two factors are 1.592 and 1.603. All these factors hold at fixed $P$. If instead $c$ is scaled and the paramagnet is recomputed self-consistently, $P$ and $K$ change too, and local stability is lost at a factor 1.54. Linear response also cannot exclude a state with a large moment. In this model an almost fully polarized lattice-periodic state falls below the paramagnet in free energy when $c$ is multiplied by a factor between 1.2 and 1.3, before either linear threshold is reached. The numerical check also tests the bound \eqref{eq:lower} for random nonlocal kernels, and the equality for a uniform exchange field.

\section*{Calculated quantities}
\begin{verbatim}
lattice constant: 4.0 bohr
cosine potential amplitude: 0.4 hartree
charge repulsion g: 0.5 hartree bohr
spin energy strength c: 0.3 hartree bohr^(1/3)
electrons per cell: 1
temperature kT: 0.010 hartree
density, smallest: 0.1159 bohr^-1
density, largest: 0.4153 bohr^-1
kernel K, smallest: 0.1901 hartree bohr
kernel K, largest: 0.4451 hartree bohr
N, both spins: 8.8094 per hartree per cell
I, Fermi-surface average: 0.07081 hartree
I converted: 1.9267 eV
product N*I: 0.62375
Stoner enhancement 1/(1-N*I): 2.65783
exact correction to I: 3.031e-04 hartree
lowest-order correction to I: 2.729e-04 hartree
enhancement from Dyson equation: 2.67683
Fermi-surface mean of total field / b: 2.67683
M/b from Dyson equation: 23.5813 per hartree per cell
M/b from finite fields: 23.5813 per hartree per cell
smaller finite field b: 5.0e-04 hartree
moment at that field: 0.011792 electron spins per cell
largest density change at b: 6.55e-06 bohr^-1
density change ratio, 2b to b: 4.004
chemical potential change at b: 9.82e-06 hartree
Fermi velocity: 0.29912 atomic units
N from Fermi points, T=0: 8.5132 per hartree per cell
N at kT=0.002 hartree: 8.5224 per hartree per cell
I from Fermi points, T=0: 0.07080 hartree
I at kT=0.002 hartree: 0.07080 hartree
error ratio of N, kT 0.004 to 0.002: 4.134
kernel scale at instability, exact: 1.59159
kernel scale at instability, Stoner: 1.60320
uniform exchange field, N*I=0.5, enhancement: 2.00000
random kernels, smallest excess over Stoner: 1.50e-02
well kernel, N*I: 0.60000
well kernel, I: 0.06811 hartree
well kernel, exact correction to I: 0.00519 hartree
well kernel, lowest-order correction: 0.00478 hartree
well kernel, Stoner enhancement: 2.5000
well kernel, Dyson enhancement: 2.8229
well kernel, largest eigenvalue of PK: 0.67121
\end{verbatim}
